# Gamma-gamma correlation coefficients for a 4-2-0 pure quadrupole cascade: test program

```python
# Result under test: for a cascade I_i -> I -> I_f of pure multipoles L1, L2,
#   W(theta) = sum_{k even} F_k(L1,I_i,I) F_k(L2,I_f,I) P_k(cos theta),
# with W averaging to 1 over the sphere. For 4-2-0 and L1 = L2 = 2 the claim
# is A22 = 5/49 and A44 = 4/441. F_k(L,J,I): L = photon multipole order,
# I = intermediate spin, J = spin of the other level of the transition.
# p(m) = populations of the intermediate substates along photon 1,
# B_k = their orientation parameters. All quantities are dimensionless.
from functools import lru_cache, reduce
import numpy as np
import sympy as sp
from scipy.linalg import expm
from scipy.special import eval_legendre
from sympy.physics.wigner import wigner_3j, wigner_6j

HALF = sp.Rational(1, 2)


def sign(n):
    return 1 if int(n) % 2 == 0 else -1


@lru_cache(maxsize=None)
def three_j(a, b, c, ma, mb, mc):
    if abs(ma) > a or abs(mb) > b or abs(mc) > c:
        return 0.0
    return float(wigner_3j(a, b, c, ma, mb, mc))


@lru_cache(maxsize=None)
def six_j(a, b, c, d, e, f):
    return float(wigner_6j(a, b, c, d, e, f))


def f_exact(k, L, J, I):
    root = sp.sqrt((2*k + 1)*(2*I + 1))
    return sp.simplify(sign(J + I - 1)*(2*L + 1)*root
                       * wigner_3j(L, L, k, 1, -1, 0)
                       * wigner_6j(L, L, k, I, I, J))


def substates(j):
    return [-j + i for i in range(int(2*j) + 1)]


def populations(L, J, I):
    return [(2*L + 1)/2*sum(three_j(I, L, J, m, s, -m - s)**2
                            for s in (-1, 1)) for m in substates(I)]


def orientation(k, I, pop):
    total = sum(sign(I + m)*three_j(I, I, k, -m, m, 0)*p
                for m, p in zip(substates(I), pop))
    return float(sp.sqrt((2*k + 1)*(2*I + 1)))*total


def rotation_squared(L, theta):
    """|d^L_{M sigma}|^2 from the exponential of J_y, M ascending."""
    m = np.arange(-L, L + 1)
    raising = np.diag(np.sqrt(L*(L + 1) - m[:-1]*(m[:-1] + 1)), -1)
    jy = (raising - raising.T)/(2j)
    return abs(expm(-1j*theta*jy))**2


# Expansion of squared rotation elements in Legendre polynomials
theta_test = 0.83
for L in (1, 2, 3):
    d2 = rotation_squared(L, theta_test)
    for M in range(-L, L + 1):
        for s in (-1, 1):
            series = sum((2*k + 1)*sign(M - s)*three_j(L, L, k, M, -M, 0)
                         * three_j(L, L, k, s, -s, 0)
                         * eval_legendre(k, np.cos(theta_test))
                         for k in range(2*L + 1))
            assert abs(series - d2[M + L, s + L]) < 1e-11

# Recoupling sums, populations and emission patterns for several transitions
transitions = [(sp.Integer(4), 2, sp.Integer(2)),
               (sp.Integer(0), 2, sp.Integer(2)),
               (sp.Integer(3), 1, sp.Integer(2)),
               (HALF, 2, 5*HALF), (7*HALF, 2, 3*HALF)]
for J, L, I in transitions:
    pop = populations(L, J, I)
    assert abs(sum(pop) - 1) < 1e-12
    kmax = int(min(2*I, 2*L))
    even = range(0, kmax + 1, 2)
    f_values = {k: float(f_exact(k, L, J, I)) for k in even}
    for k in range(kmax + 1):
        target = f_values[k] if k % 2 == 0 else 0.0
        assert abs(orientation(k, I, pop) - target) < 1e-11
    for k in even:
        six = six_j(L, L, k, I, I, J)
        for M in range(-L, L + 1):
            left = sum(sign(I + m)*three_j(I, I, k, -m, m, 0)
                       * three_j(I, L, J, m, M, -m - M)**2
                       for m in substates(I))
            right = sign(J + I + M)*three_j(L, L, k, M, -M, 0)*six
            assert abs(left - right) < 1e-12
        for m in substates(I):
            left = sum(sign(M)*three_j(L, L, k, M, -M, 0)
                       * three_j(J, L, I, m - M, M, -m)**2
                       for M in range(-L, L + 1))
            right = sign(J + I)*sign(I + m)*three_j(I, I, k, -m, m, 0)*six
            assert abs(left - right) < 1e-12
    d2 = rotation_squared(L, theta_test)
    for index, m in enumerate(substates(I)):
        direct = (2*L + 1)/2*sum(
            float(2*I + 1)*three_j(J, L, I, m - M, M, -m)**2
            * (d2[M + L, L - 1] + d2[M + L, L + 1])
            for M in range(-L, L + 1))
        single = [1.0 if i == index else 0.0 for i in range(len(pop))]
        series = sum(orientation(k, I, single)*f_values[k]
                     * eval_legendre(k, np.cos(theta_test)) for k in even)
        assert abs(direct - series) < 1e-11

# Classical quadrupole field epsilon.Q.n against the rotation elements
ex, ey, ez = np.eye(3)


def sym(a, b):
    return (np.outer(a, b) + np.outer(b, a))/2


quadrupoles = {0: np.diag([-1, -1, 2])/np.sqrt(6)}
for q in (-1, 1):
    quadrupoles[q] = -q*sym(ex + 1j*q*ey, ez)
    quadrupoles[2*q] = sym(ex + 1j*q*ey, ex + 1j*q*ey)/2


def transverse_basis(theta):
    n = np.array([np.sin(theta), 0, np.cos(theta)])
    return n, (np.array([np.cos(theta), 0, -np.sin(theta)]), ey)


for theta in (0.0, 0.4, 1.3):
    n, pols = transverse_basis(theta)
    d2 = rotation_squared(2, theta)
    for M, Q in quadrupoles.items():
        assert abs(np.sum(abs(Q)**2) - 1) < 1e-12
        power = sum(abs(e @ Q @ n)**2 for e in pols)
        assert abs(2*power - d2[M + 2, 1] - d2[M + 2, 3]) < 1e-12
        if theta == 0.0:
            assert (power > 0.1) == (abs(M) == 1)

# Spin-4 part of four Cartesian vectors, by diagonalizing total J^2
levi = np.zeros((3, 3, 3))
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[a, b, c], levi[a, c, b] = 1, -1
casimir = np.zeros((81, 81), dtype=complex)
for a in range(3):
    total_j = np.zeros((81, 81), dtype=complex)
    for slot in range(4):
        factors = [np.eye(3)]*4
        factors[slot] = -1j*levi[a]
        total_j += reduce(np.kron, factors)
    casimir += total_j @ total_j
values, vectors = np.linalg.eigh(casimir)
spin4 = vectors[:, abs(values - 20) < 1e-8]
assert spin4.shape[1] == 9


def rate_420(theta):
    n, pols = transverse_basis(theta)
    return sum(np.linalg.norm(spin4.conj().T
                              @ reduce(np.kron, (e1, ez, e2, n)))**2
               for e1 in (ex, ey) for e2 in pols)


def rate_020(theta):
    n, pols = transverse_basis(theta)
    return sum(np.sum(sym(e1, ez)*sym(e2, n))**2
               for e1 in (ex, ey) for e2 in pols)


nodes, weights = np.polynomial.legendre.leggauss(12)


def legendre_coefficients(rate):
    w = np.array([rate(np.arccos(x)) for x in nodes])
    mean = np.sum(weights*w)/2
    coeff = [(2*k + 1)/2*np.sum(weights*w*eval_legendre(k, nodes))/mean
             for k in range(7)]
    return coeff, mean


two, four, zero = sp.Integer(2), sp.Integer(4), sp.Integer(0)
F_first = {k: f_exact(k, 2, four, two) for k in (2, 4)}
F_second = {k: f_exact(k, 2, zero, two) for k in (2, 4)}
A = {k: sp.simplify(F_first[k]*F_second[k]) for k in (2, 4)}
A_020 = {k: sp.simplify(F_second[k]**2) for k in (2, 4)}
direct_420, mean_420 = legendre_coefficients(rate_420)
direct_020, _ = legendre_coefficients(rate_020)
for direct, derived in ((direct_420, A), (direct_020, A_020)):
    for k in range(1, 7):
        assert abs(direct[k] - float(derived.get(k, 0))) < 1e-10
assert sp.simplify(A[2] - sp.Rational(5, 49)) == 0
assert sp.simplify(A[4] - sp.Rational(4, 441)) == 0

# Power form in x = cos(theta), and the anisotropy
x = sp.symbols('x')
W = sp.expand(1 + A[2]*sp.legendre(2, x) + A[4]*sp.legendre(4, x))
c0, c2, c4 = [W.coeff(x, n) for n in (0, 2, 4)]
anisotropy = sp.simplify(W.subs(x, 1)/W.subs(x, 0) - 1)
direct_ratio = rate_420(np.pi)/rate_420(np.pi/2) - 1
assert abs(float(anisotropy) - direct_ratio) < 1e-10
assert sp.simplify(c2/c0 - sp.Rational(1, 8)) == 0
assert sp.simplify(c4/c0 - sp.Rational(1, 24)) == 0

print("All numbers below are dimensionless unless a unit is shown")
print("Cascade 4-2-0, L1 = L2 = 2")
for k in (2, 4):
    value = wigner_3j(2, 2, k, 1, -1, 0)
    print(f"3j (2 2 {k}; 1 -1 0) = {value} = {float(value):.6f}")
for J in (4, 0):
    for k in (2, 4):
        value = wigner_6j(2, 2, k, 2, 2, J)
        print(f"6j {{2 2 {k}; 2 2 {J}}} = {value} = {float(value):.6f}")
pop_420 = populations(2, four, two)
for m, p in zip(substates(two), pop_420):
    print(f"population p(m={int(m):+d}) after photon 1 = {p:.6f}")
for k in (2, 4):
    print(f"B_{k} from populations = {orientation(k, two, pop_420):.6f}")
for k in (2, 4):
    print(f"F_{k}(2,4,2) = {F_first[k]} = {float(F_first[k]):.6f}")
    print(f"F_{k}(2,0,2) = {F_second[k]} = {float(F_second[k]):.6f}")
for k in (2, 4):
    print(f"A{k}{k} from F product = {A[k]} = {float(A[k]):.6f}")
    print(f"A{k}{k} from Cartesian tensors = {direct_420[k]:.6f}")
print(f"A66 from Cartesian tensors, magnitude = {abs(direct_420[6]):.1e}")
print(f"constant term of W in powers of cos = {c0}")
print(f"cos^2 coefficient relative to constant = {sp.simplify(c2/c0)}")
print(f"cos^4 coefficient relative to constant = {sp.simplify(c4/c0)}")
for degrees in (90, 120, 135, 150, 180):
    angle = np.radians(degrees)
    formula = float(W.subs(x, np.cos(angle)))
    assert abs(formula - rate_420(angle)/mean_420) < 1e-10
    print(f"W({degrees} degrees) = {formula:.6f}")
print(f"W(180)/W(90) - 1 = {anisotropy} = {float(anisotropy):.6f}")
for k in (2, 4):
    print(f"0-2-0 contrast: A{k}{k} = {A_020[k]} = {float(A_020[k]):.6f}")
print("checks complete")
```

Running it gives:

```
All numbers below are dimensionless unless a unit is shown
Cascade 4-2-0, L1 = L2 = 2
3j (2 2 2; 1 -1 0) = sqrt(70)/70 = 0.119523
3j (2 2 4; 1 -1 0) = 2*sqrt(70)/105 = 0.159364
6j {2 2 2; 2 2 4} = 2/35 = 0.057143
6j {2 2 4; 2 2 4} = 1/630 = 0.001587
6j {2 2 2; 2 2 0} = 1/5 = 0.200000
6j {2 2 4; 2 2 0} = 1/5 = 0.200000
population p(m=-2) after photon 1 = 0.158730
population p(m=-1) after photon 1 = 0.222222
population p(m=+0) after photon 1 = 0.238095
population p(m=+1) after photon 1 = 0.222222
population p(m=+2) after photon 1 = 0.158730
B_2 from populations = -0.170747
B_4 from populations = -0.008484
F_2(2,4,2) = -sqrt(70)/49 = -0.170747
F_2(2,0,2) = -sqrt(70)/14 = -0.597614
F_4(2,4,2) = -sqrt(14)/441 = -0.008484
F_4(2,0,2) = -2*sqrt(14)/7 = -1.069045
A22 from F product = 5/49 = 0.102041
A22 from Cartesian tensors = 0.102041
A44 from F product = 4/441 = 0.009070
A44 from Cartesian tensors = 0.009070
A66 from Cartesian tensors, magnitude = 8.7e-15
constant term of W in powers of cos = 20/21
cos^2 coefficient relative to constant = 1/8
cos^4 coefficient relative to constant = 1/24
W(90 degrees) = 0.952381
W(120 degrees) = 0.984623
W(135 degrees) = 1.021825
W(150 degrees) = 1.063988
W(180 degrees) = 1.111111
W(180)/W(90) - 1 = 1/6 = 0.166667
0-2-0 contrast: A22 = 5/14 = 0.357143
0-2-0 contrast: A44 = 8/7 = 1.142857
checks complete
```
